# Low-Field Hall Sheet Density of an Oxide Film with Surface Accumulation

## Question

I am modelling a 200 nm indium oxide film at 300 K. Its interior has $4\times10^{17}$ electrons per cm³ with mobility 150 cm²/Vs. Its surface carries an accumulation layer of $2\times10^{13}$ electrons per cm² with mobility 40 cm²/Vs.

The two layers conduct in parallel. Parallel conductances add, so I assumed that sheet densities add too, and that a low-field Hall measurement would return the sum, $2.8\times10^{13}$ cm⁻². I could then subtract the bulk part to find the surface density. Is that right? If not, in which direction is the Hall density wrong, and can the two layers still be separated?

## Answer

The sheet densities do add, but the Hall measurement does not return their sum. A layer contributes to the conductance in proportion to its mobility, and to the Hall current in proportion to its mobility squared. The consequences follow from the force balance on the electrons.

### One layer

Let current flow along $x$, let $y$ run across the bar, and let the magnetic field have magnitude $B$ and point along $-z$. This choice makes the electron Hall field positive. Layer $i$ has sheet density $N_i$ and drift mobility $\mu_i$, and I first take one relaxation time per layer. In the steady state the drift velocity obeys $\mathbf v=-\mu_i(\mathbf E+\mathbf v\times\mathbf B)$, or

$$v_x=-\mu_i(E_x-v_yB),\qquad v_y=-\mu_i(E_y+v_xB).$$

The sheet current density is $\mathbf J_i=-eN_i\mathbf v$, with $e>0$. Multiplying both equations by $-eN_i$ and writing $G_i=eN_i\mu_i$ for the sheet conductance gives

$$J_{x,i}=G_iE_x+\mu_iB\,J_{y,i},\qquad J_{y,i}=G_iE_y-\mu_iB\,J_{x,i}.$$

Substituting each equation into the other yields

$$J_{x,i}=\frac{G_i(E_x+\mu_iB\,E_y)}{1+\mu_i^2B^2},\qquad
J_{y,i}=\frac{G_i(E_y-\mu_iB\,E_x)}{1+\mu_i^2B^2}.$$

Low field means $\mu_iB\ll1$ in every layer, with $\mu_i$ in m²/Vs and $B$ in tesla. The Hall field $E_y$ is itself of first order in $B$, so $\mu_iBE_y$ is of second order. To first order,

$$J_{x,i}=G_iE_x,\qquad J_{y,i}=G_i(E_y-\mu_iB\,E_x).$$

### Two layers sharing one Hall field

Assume that the layers are in electrical contact through the film and that the bar is much wider than the film is thick. Away from the edges both layers then have the same $E_x$ and the same $E_y$. No net current can leave through the sides, so the *sum* of the transverse currents vanishes:

$$E_y\sum_iN_i\mu_i=B\,E_x\sum_iN_i\mu_i^2 .$$

Define $S_1=\sum_iN_i\mu_i$ and $S_2=\sum_iN_i\mu_i^2$. Then $E_y=BE_xS_2/S_1$, and the total longitudinal sheet current density is $eS_1E_x$. The bar width cancels from the ratio of Hall voltage to current:

$$R_{xy}=\frac{E_y}{eS_1E_x}=\frac{B\,S_2}{e\,S_1^2}.$$

The Hall sheet density is defined by $N_H=B/(e|R_{xy}|)$, so

$$N_H=\frac{S_1^2}{S_2}=\frac{(N_b\mu_b+N_s\mu_s)^2}{N_b\mu_b^2+N_s\mu_s^2},$$

where $b$ denotes the bulk and $s$ the surface layer.

To compare this with $N_{\rm tot}=N_b+N_s$, put the difference over the common denominator $S_2$. Its numerator is

$$(N_b+N_s)(N_b\mu_b^2+N_s\mu_s^2)-(N_b\mu_b+N_s\mu_s)^2 .$$

The terms in $N_b^2$ and $N_s^2$ cancel. The cross terms leave $N_bN_s(\mu_s^2+\mu_b^2-2\mu_b\mu_s)$, hence

$$N_{\rm tot}-N_H=\frac{N_bN_s(\mu_b-\mu_s)^2}{N_b\mu_b^2+N_s\mu_s^2}\ \ge 0 .$$

Within these assumptions the Hall density is too low whenever both layers conduct and their mobilities differ. It does not matter which layer is the more mobile.

The same holds for any number of layers. With averages weighted by sheet density, $S_1=N_{\rm tot}\langle\mu\rangle$ and $S_2=N_{\rm tot}\langle\mu^2\rangle$, so

$$\frac{N_{\rm tot}}{N_H}=\frac{\langle\mu^2\rangle}{\langle\mu\rangle^2}=1+\frac{\langle(\mu-\langle\mu\rangle)^2\rangle}{\langle\mu\rangle^2}.$$

The error measures the relative spread of the mobility.

### Your film

The bulk sheet density is $N_b=4\times10^{17}\times2\times10^{-5}=8\times10^{12}$ cm⁻². The two sums are

$$S_1=8\times10^{12}\cdot150+2\times10^{13}\cdot40=2.0\times10^{15}\ \text{(V s)}^{-1},$$

$$S_2=8\times10^{12}\cdot150^2+2\times10^{13}\cdot40^2=2.12\times10^{17}\ \text{cm}^2\,\text{(V s)}^{-2}.$$

Therefore $N_H=(2.0\times10^{15})^2/(2.12\times10^{17})=1.89\times10^{13}$ cm⁻². This is 67% of the true total, and less than the surface layer alone contains.

Subtracting the known bulk part would give $1.09\times10^{13}$ cm⁻² for the surface, about half the correct value. If you ignored the surface and divided $N_H$ by the thickness, you would get $9.4\times10^{17}$ cm⁻³, 2.4 times the true bulk density. The same reading is too low as a total and too high as a bulk density.

The Hall mobility, obtained from $N_H$ and the sheet resistance $1/(eS_1)$, is $\mu_H=S_1/N_H=S_2/S_1=106$ cm²/Vs. The density-averaged mobility is $S_1/N_{\rm tot}=71$ cm²/Vs. The product $N_H\mu_H=S_1$ still gives the correct conductance, so the sheet resistance cannot reveal the error.

### Where the missing density goes

Only the total transverse current is zero. In the surface layer, inserting $E_y=\mu_HBE_x$ gives $J_{y,s}=G_s(\mu_H-\mu_s)BE_x$. Since $\mu_H-\mu_s=N_b\mu_b(\mu_b-\mu_s)/S_1$,

$$J_{y,s}=\frac{G_bG_s}{G_b+G_s}(\mu_b-\mu_s)B\,E_x=-J_{y,b}.$$

The Hall field is too weak to stop the transverse current in the more mobile layer and too strong for the less mobile one. Current crosses the bar one way in the bulk and returns in the surface layer. At 1 T the circulating current is $0.6\times0.4\times0.011=2.6\times10^{-3}$ of the longitudinal current; the first two factors are the conductance shares, and the last is $(\mu_b-\mu_s)B$.

The loop closes near the edges, where current passes between the layers. Let $g$ be the conductance per area between them and $V_b$, $V_s$ their potentials. Current conservation gives $dJ_{y,s}/dy=g(V_b-V_s)$. Differentiate once more, use $dV_i/dy=-E_{y,i}$, and insert $E_{y,i}=\mu_iBE_x+J_{y,i}/G_i$ with $J_{y,b}=-J_{y,s}$:

$$\frac{d^2J_{y,s}}{dy^2}=\frac{J_{y,s}-J_0}{\lambda^2},\qquad \frac1{\lambda^2}=g\left(\frac1{G_b}+\frac1{G_s}\right),$$

where $J_0$ is the mid-bar value found above. With no current through the sides at $y=\pm W/2$,

$$J_{y,s}=J_0\left[1-\frac{\cosh(y/\lambda)}{\cosh(W/2\lambda)}\right].$$

Integrating $E_{y,s}=\mu_sBE_x+J_{y,s}/G_s$ across the width, with $J_0/G_s=(\mu_H-\mu_s)BE_x$, gives the Hall voltage seen by contacts on the surface layer:

$$V_H=BE_x\left[\mu_HW+(\mu_s-\mu_H)\,2\lambda\tanh\frac{W}{2\lambda}\right].$$

If the layers are joined through half the film thickness of bulk material, $g=2G_b/t^2$ and $\lambda=t/\sqrt{2(1+G_b/G_s)}=89$ nm. Since $\lambda$ is comparable to $t$, this lumped value is only an estimate; solving the current flow across the film thickness gives an effective length of about 64 nm. Either way, in a bar 1 mm wide the edge term lowers the Hall voltage by about one part in $10^4$, so the shared Hall field is a good approximation here.

The opposite limit can reverse the conclusion. If an insulating barrier separates the layers, so that $\lambda\gg W$, then $\tanh(W/2\lambda)\to W/2\lambda$ and $V_H\to\mu_sBE_xW$. With the layers still joined at the current contacts, and voltage contacts on the surface layer alone, the apparent density is $S_1/\mu_s=5\times10^{13}$ cm⁻². That is an overestimate. Voltage contacts on the bulk alone would instead give $S_1/\mu_b=1.3\times10^{13}$ cm⁻², an underestimate.

### How large can the underestimate be?

Let $c=N_s\mu_s/S_1$ be the surface layer's share of the conductance, and let $m=\mu_s/\mu_b$. Then $N_{\rm tot}=S_1[(1-c)/\mu_b+c/\mu_s]$ and $N_H=S_1/[(1-c)\mu_b+c\mu_s]$. Multiplying out,

$$\frac{N_{\rm tot}}{N_H}=(1-c)^2+c^2+c(1-c)\left(m+\frac1m\right)
=1+c(1-c)\frac{(1-m)^2}{m}.$$

The last step uses $(1-c)^2+c^2=1-2c(1-c)$. At fixed mobility ratio the error is largest when $c=1/2$, that is, when the layers conduct equally:

$$\left(\frac{N_H}{N_{\rm tot}}\right)_{\min}=\frac{4m}{(1+m)^2}.$$

For $m=40/150$ this minimum is 0.665. Your film has $c=0.4$ and a ratio of 0.674, so it is close to the worst case for its mobilities. At a fixed mobility ratio the error vanishes as either layer comes to carry all the current. A small share of the current does not by itself guarantee a small error. If your surface mobility were only 0.4 cm²/Vs, the surface would carry 0.7% of the current, yet $N_H$ would be 29% of $N_{\rm tot}$: the measurement would hardly register the surface electrons.

### Separating the layers

Measuring several thicknesses helps, but plotting $N_H$ against $t$ and reading the intercept does not give $N_s$. Dividing the numerator of $N_H$ by its denominator gives

$$N_H=n_bt+m(2-m)N_s+\frac{m^2(1-m)^2N_s^2}{n_bt+m^2N_s}.$$

For a thick film the last term disappears, and the intercept tends to $m(2-m)N_s=9.2\times10^{12}$ cm⁻², less than half of $N_s$. At finite thickness the last term is positive and falls with $t$. It therefore raises the intercept of a fitted line and lowers its slope. The model gives:

| $t$ (nm) | $N_H$ (10¹³ cm⁻²) | $\mu_H$ (cm²/Vs) |
|---|---|---|
| 100 | 1.607 | 87.14 |
| 200 | 1.887 | 106.00 |
| 400 | 2.612 | 122.50 |
| 800 | 4.170 | 134.29 |

A straight line fitted to these values of $N_H$ has intercept $1.18\times10^{13}$ cm⁻² and slope $3.7\times10^{17}$ cm⁻³. Both are below the true values, $2\times10^{13}$ and $4\times10^{17}$.

The quantities that do add are

$$N_H\mu_H=S_1=n_b\mu_b\,t+N_s\mu_s,\qquad
N_H\mu_H^2=S_2=n_b\mu_b^2\,t+N_s\mu_s^2 .$$

Both are linear in $t$ if $n_b$, $\mu_b$, $N_s$ and $\mu_s$ do not change with thickness. From the first and last rows, $S_1$ rises from $1.40\times10^{15}$ to $5.60\times10^{15}$ over $7\times10^{-5}$ cm. Its slope is $6.0\times10^{19}$ and its intercept $8.0\times10^{14}$. Likewise $S_2$ rises from $1.22\times10^{17}$ to $7.52\times10^{17}$, with slope $9.0\times10^{21}$ and intercept $3.2\times10^{16}$ (all in cm, V and s). Then

$$n_b=\frac{(6.0\times10^{19})^2}{9.0\times10^{21}}=4.0\times10^{17}\ \text{cm}^{-3},\qquad
N_s=\frac{(8.0\times10^{14})^2}{3.2\times10^{16}}=2.0\times10^{13}\ \text{cm}^{-2}.$$

The ratios of $S_2$ to $S_1$ slopes and intercepts return the mobilities, 150 and 40 cm²/Vs. These data have no noise. With real data the intercept of $S_2$ is the delicate quantity, because it is small compared with $S_2$ itself.

### High field, Hall factors and holes

In this classical model a strong field removes the error. For $\mu_iB\gg1$ in every layer, the full expressions give transverse conductances $eN_i/B$, independent of mobility, while the longitudinal ones fall as $1/B^2$. Hence $R_{xy}\to B/(eN_{\rm tot})$. But $\mu_sB=1$ already requires 250 T, so this limit is out of reach here. At 1 T you are firmly at low field: with one relaxation time per layer the finite-field shift of $N_H$ is about $2\times10^{-5}$ of its value, and with the energy-dependent bulk scattering laws used below it is $3\times10^{-4}$ to $1.3\times10^{-3}$. The two layers give a magnetoresistance of 0.6% at 14 T, and within the single-$\tau$ model a fit of $R_{xx}(B)$ and $R_{xy}(B)$ up to that field recovers $N_s$ to about 1% if the relative noise is $10^{-4}$. An energy-dependent $\tau$ adds magnetoresistance of its own: with $\tau\propto E^{-1/2}$ in the bulk the total is 1.4% at 14 T, and the same fit returns both mobilities about twice too large.

I have so far given each layer a single relaxation time. If $\tau$ depends on energy, each energy slice acts as a further parallel channel. For an isotropic parabolic band, $N_i\mu_i^2$ is replaced by $r_iN_i\mu_i^2$, with Hall factor $r_i=\langle\tau^2\rangle/\langle\tau\rangle^2$ and the averages over energy weighted by $E^{3/2}(-\partial f/\partial E)$ in the bulk and by $E(-\partial f/\partial E)$ in a two-dimensional surface layer, where $f$ is the Fermi function. Since a mean square is at least the squared mean, $r_i\ge1$, and

$$N_H=\frac{S_1^2}{\sum_ir_iN_i\mu_i^2}$$

is lowered further at fixed drift mobilities. Even a single uniform layer is then underestimated. The thickness analysis returns $n_b/r_b$ and $N_s/r_s$ instead of the densities. Anisotropic bands need not obey $r_i\ge1$.

The inequality also needs carriers of one sign. Holes are driven across the bar with the opposite sign of transverse current, so their term in $S_2$ is subtracted. If your surface layer held the same number of holes with mobility 60 cm²/Vs, and still shared the Hall field of the bulk, then $|N_H|$ would be $5.3\times10^{13}$ cm⁻², well above the total carrier density. This only illustrates the effect of the sign: in a real film a depletion region would separate a hole layer from the n-type bulk, and the assumption of a shared Hall field could fail.

### How far to trust the numbers for indium oxide

Electron accumulation at indium oxide surfaces is a real effect, with sheet densities roughly of order $10^{13}$ cm⁻²; your value is towards the high side. The bulk density suits a lightly doped film. In heavily tin-doped material, with roughly $10^{20}$ cm⁻³ or more, the bulk dominates in a film of this thickness and the surface correction is small; in a film only about 10 nm thick it need not be.

Of the corrections estimated in this section, the bulk Hall factor moves your result most. With effective mass 0.2 $m_e$ (a rough value), the bulk Fermi level lies 1.7 $kT$ below the band edge, so the electrons are not degenerate and the energy dependence of $\tau$ matters. For $\tau\propto E^{-1/2}$, $r_b=1.17$ and $N_H=1.65\times10^{13}$ cm⁻². For $\tau\propto E^{3/2}$, $r_b=1.88$ and $N_H=1.08\times10^{13}$ cm⁻². These are sample laws, not bounds; polar optical phonons, important at room temperature, follow neither.

A real accumulation layer is also not uniform. Spreading its mobilities evenly from 0 to 80 cm²/Vs lowers $N_H$ to $1.80\times10^{13}$ cm⁻². Its transport is only moderately metallic: for one occupied subband, the Fermi wavenumber times the mean free path is 3.3. At this density a self-consistent estimate (hard wall, parabolic band, mass 0.2 $m_e$) places about $0.24\times10^{13}$ cm⁻² in a second subband, and the value for the lowest subband falls to about 2.9. A weak-localisation estimate, treated as a 10% cut in $\mu_s$, gives $1.79\times10^{13}$ cm⁻². A defective layer at the substrate would be a third channel: with an assumed $5\times10^{12}$ cm⁻² at 20 cm²/Vs, the ratio $N_H/N_{\rm tot}$ falls from 0.67 to 0.62. Each estimate changes one assumption and holds the others fixed; the remaining values are in the numerical output below.

So do not subtract the bulk density from $N_H$. If $n_b$ and $\mu_b$ are both known independently, subtract the bulk terms from the sums of a single film instead: $N_s=(S_1-N_b\mu_b)^2/(S_2-N_b\mu_b^2)$. Otherwise vary the thickness. Use the thickness series in $S_1$ and $S_2$, check that both plots are straight, and treat the resulting densities as uncertain by their Hall factors. Straight plots do not exclude a spread of mobilities within the surface layer, or a fixed extra layer at the substrate. With the even spread used above, both plots stay straight but the analysis returns $N_s=1.5\times10^{13}$ cm⁻² instead of $2.0\times10^{13}$. An extra layer would be merged into the intercepts, and so into the apparent surface density, which would lie below the sum of the two densities if their mobilities differ.

## Calculated quantities

```
film thickness: 200 nm
bulk density n_b: 4.00e+17 cm^-3
bulk mobility: 150 cm2/Vs
surface density N_s: 2.00e+13 cm^-2
surface mobility: 40 cm2/Vs
bulk sheet density N_b: 8.00e+12 cm^-2
true total sheet density: 2.800e+13 cm^-2
sum N mu: 2.000e+15 1/(V s)
sum N mu^2: 2.120e+17 cm^2/(V s)^2
Hall sheet density N_H: 1.887e+13 cm^-2
deficit N_tot - N_H: 9.132e+12 cm^-2
N_H / N_tot: 0.6739
sheet resistance: 3121 ohm
Hall mobility: 106 cm2/Vs
density-averaged mobility: 71.43 cm2/Vs
N_H / thickness (misread bulk density): 9.434e+17 cm^-3
worst N_H/N_tot at this mobility ratio: 0.6648
surface share of electrons at worst case: 0.789
circulating / longitudinal current, 1 T: 2.640e-03
N_H, insulated layers, surface contacts: 5.000e+13 cm^-2
|N_H|, surface layer of holes, 60 cm2/Vs: 5.333e+13 cm^-2
field where mu_s B = 1: 250 T
classical N_H at 50 times that field: 2.800e+13 cm^-2
series t=100 nm: N_H=1.607e+13 cm^-2, mu_H=87.14 cm2/Vs
series t=200 nm: N_H=1.887e+13 cm^-2, mu_H=106.00 cm2/Vs
series t=400 nm: N_H=2.612e+13 cm^-2, mu_H=122.50 cm2/Vs
series t=800 nm: N_H=4.170e+13 cm^-2, mu_H=134.29 cm2/Vs
naive intercept of N_H line: 1.179e+13 cm^-2
naive slope of N_H line: 3.707e+17 cm^-3
thick-film intercept: 9.248e+12 cm^-2
recovered n_b: 4.000e+17 cm^-3
recovered N_s: 2.000e+13 cm^-2
recovered mobilities b, s: 150.00, 40.00 cm2/Vs
effective mass 0.2 m_e, permittivity 9.0, T 300 K
Fermi level over kT: bulk -1.66, surface (2D) 9.26
bulk Hall factor, tau ~ E^(-1/2): 1.166
N_H with that factor: 1.654e+13 cm^-2
bulk Hall factor, tau ~ E^(3/2): 1.884
N_H with that factor: 1.078e+13 cm^-2
surface Hall factor, tau ~ E: 1.034
N_H with surface factor only: 1.877e+13 cm^-2
relative shift of N_H at 1 T: 2.3e-05
Landau spacing at 1 T 0.58 meV, kT 25.9 meV
surface k_F times mean free path: 3.31
weak-localisation share of G_s (log = 1): 0.096
N_H with that correction: 1.794e+13 cm^-2
N_H with spread surface mobility: 1.796e+13 cm^-2
bulk Debye length: 5.67 nm
N_H, one Debye length at mu_s: 1.882e+13 cm^-2
bulk mean free path: 4.45 nm
edge equalisation length: 89.4 nm
relative Hall-voltage shift, 1 mm bar: -1.1e-04
added interface layer: 5.0e+12 cm^-2, 20 cm2/Vs
N_H/N_tot with that layer: 0.6245
```
